# Saturation voltage of a source-gated transistor with a depleted source edge

## 1. What a common shift of potentials fixes

A source-gated transistor has a metal source that forms a Schottky barrier on one face of a thin n-type film. The gate lies on the other side, behind an insulator, and overlaps the source. As the drain voltage rises, the film under the source edge can lose its electrons while the rest of the channel is still conducting. Let $V_1$ be the channel potential at which this happens.

Three potentials enter: the gate potential $U$, the source-metal potential $\phi_0$ and the channel potential $V$. Shifting all three, and the potential inside the film, by a constant $c$ changes no field and no electron density. The pinch-off value therefore obeys

$$V_1(U+c,\phi_0+c)=V_1(U,\phi_0)+c .$$

Differentiating with respect to $c$ at $c=0$ gives

$$\frac{\partial V_1}{\partial U}+\frac{\partial V_1}{\partial \phi_0}=1. \tag{1}$$

The gate and the source metal share a total weight of one. A channel section with no metal above it has no $\phi_0$, so its pinch-off potential has slope one with gate voltage. Under the source the slope is one minus the share of the metal.

Dimensions narrow the form further. In a depleted film the charge is fixed, so a small change of the electrode potentials obeys Laplace's equation. In one dimension the metal's share in the potential at the insulator interface can then depend only on the ratio of two capacitances per area, that of the insulator, $C_i$, and that of the film, $C_s$. If the last electrons sit inside the film instead, their position matters as well (Section 7). The calculation below gives the share and, for classical electrons, its thermal correction.

## 2. Model and conventions

The film occupies $0<y<t$, with the source metal at $y=0$ and the insulator at $y=t$. It has permittivity $\varepsilon_s$ and donor density $N$, and $C_s=\varepsilon_s/t$. From here on $\phi(0)=0$, and voltages are measured from the source. The elementary charge is $q>0$ and $V_t=kT/q$.

The conduction-band edge is $E_c/q=\Phi_B-\phi$, where $\Phi_B$ is the barrier height in volts. For nondegenerate electrons with quasi-Fermi potential $V$ and effective density of states $N_c$,

$$n=N_c\,e^{(\phi-\Phi_B-V)/V_t},\qquad \varepsilon_s\phi''=-q(N-n). \tag{2}$$

$V$ is taken as constant across the film. When the source injects current, this holds only around the potential maximum, where $\phi$ exceeds $V$. Between there and the metal the quasi-Fermi potential roughly follows $\phi$, but the electron charge in that part is negligible against that of the donors. Gap traps and the charge of electrons in transit are left out. So is quantum confinement at the interface, whose effect is estimated in Section 5.

The electric displacement along $y$ is $-\varepsilon_s\phi'$ in the film and $-C_i(V_G-v-\phi_s)$ in the insulator, where $\phi_s=\phi(t)$ and $v$ collects work functions and dipoles. Across the interface the displacement rises by the fixed interface charge $Q_f$:

$$-C_i(V_G-v-\phi_s)+\varepsilon_s\phi'(t)=Q_f .$$

With $U=V_G-V_0$ and $V_0=v-Q_f/C_i$ this becomes

$$\varepsilon_s\phi'(t)=C_i(U-\phi_s). \tag{3}$$

Since $V_0$ is constant, slopes with respect to $U$ and $V_G$ are equal.

The treatment is one-dimensional. It describes film under the source that lies farther from the metal corner than about the distance between source metal and gate. Nearer the corner the field fringes.

## 3. The depleted film as a capacitive divider

Set $n=0$. The solution of $\phi''=-qN/\varepsilon_s$ with $\phi(0)=0$ and $\phi(t)=\phi_s$ is

$$\phi=\phi_s\frac{y}{t}+\frac{qN}{2\varepsilon_s}\,y(t-y). \tag{4}$$

Its gradient at the interface is $\phi'(t)=\phi_s/t-qNt/(2\varepsilon_s)$. Multiplying by $\varepsilon_s$ and inserting the result in (3),

$$C_s\phi_s-\tfrac12 qNt=C_iU-C_i\phi_s .$$

Collecting $\phi_s$ gives the depleted interface potential

$$\phi_d=\frac{C_iU+\frac12 qNt}{C_i+C_s},\qquad \frac{d\phi_d}{dU}=\gamma=\frac{C_i}{C_i+C_s}. \tag{5}$$

The donors shift $\phi_d$ but leave its slope alone. The metal's share in (1) is $1-\gamma=C_s/(C_i+C_s)$: the source holds back the interface through the film capacitance.

The gradient of the depleted potential at the interface is needed below:

$$F=\frac{\phi_d}{t}-\frac{qNt}{2\varepsilon_s}. \tag{6}$$

For $F>0$ the potential is highest at the interface, so the last electrons sit there. Sections 4 to 6 assume this, with $Ft\gg V_t$.

## 4. How the electrons leave

Let the remaining electrons form a thin sheet of density $n_s$ at the interface. Their charge $-qn_s$ enters Gauss's law:

$$C_s\phi_s-\tfrac12 qNt=C_i(U-\phi_s)-qn_s
\;\Rightarrow\;
\phi_s=\phi_d-\frac{qn_s}{C_i+C_s}. \tag{7}$$

At a distance $s=t-y$ from the interface the potential is about $\phi_s-Fs$. Integrating the density over the layer gives

$$n_s\simeq N_c e^{(\phi_s-\Phi_B-V)/V_t}\int_0^\infty e^{-Fs/V_t}ds
=\frac{N_cV_t}{F}\,e^{(\phi_s-\Phi_B-V)/V_t}. \tag{8}$$

Now vary $V$ at fixed $U$, so that $F$ is fixed. Equation (8) gives $dn_s/dV=(n_s/V_t)(d\phi_s/dV-1)$. Put this into the derivative of (7) and define $x=qn_s/[V_t(C_i+C_s)]$:

$$\frac{d\phi_s}{dV}=-x\left(\frac{d\phi_s}{dV}-1\right)
\;\Rightarrow\;
\frac{d\phi_s}{dV}=\frac{x}{1+x}. \tag{9}$$

With many electrons, $x\gg1$, the interface follows the channel potential. With few, $x\ll1$, it stays at $\phi_d$. The change-over at $x=1$, where the response is one half, defines $V_1$.

The potential gradient at the source metal follows from (4), with the electron sheet at the far side of the film:

$$\phi'(0)=\frac{\phi_s}{t}+\frac{qNt}{2\varepsilon_s}. \tag{10}$$

It rises with $V$ below the knee and is frozen above it. If the injected current depends on drain voltage only through this field, the current saturates at the knee. This takes $V$ as uniform along the source. Under a long source the current also flows sideways, so $V$ is lower away from the edge. Then only a strip at the edge passes the knee, and the film behind it keeps part of its electrons. In a gradual-channel picture the current still saturates once the edge has emptied, because the nearly empty strip passes hardly any further change of the drain voltage to the film behind it. This picture has two limits. First, with mobility $\mu$ and current per width $J$, the strip is only about $1.5\,\mu V_t^2(C_i+C_s)/J$ wide. For the example of Section 8 this is 0.27 μm at 10 nA/μm and 5 nm at 500 nA/μm, against a distance of 130 nm between source metal and gate, so the strip can lie within the corner zone excluded in Section 2. Second, the current of a long source levels off gradually, as the sheet charge at the edge falls, and is nearly saturated before the edge reaches $V_1$. For that example, with drift-diffusion injection over an image-force-lowered barrier, a very long source reaches 99% of its saturated current about 0.18 V below $V_1$, and this point moves with a slope of about 0.315 instead of 0.331. The frozen field still rises with gate voltage, at the rate $\gamma/t$, so the gate keeps control of the current.

## 5. The saturation voltage and its slope

At $x=1$ the sheet density is $n_s=V_t(C_i+C_s)/q$, and (7) gives $\phi_s=\phi_d-V_t$. Equation (8) then reads

$$\frac{V_t(C_i+C_s)}{q}=\frac{N_cV_t}{F}\,e^{(\phi_d-V_t-\Phi_B-V_1)/V_t}.$$

Cancel $V_t$, take the logarithm and solve for $V_1$:

$$V_1=\phi_d-\Phi_B+V_t\left[\ln\frac{qN_c}{(C_i+C_s)F}-1\right]. \tag{11}$$

Two terms depend on $U$. The first has slope $\gamma$. In the second, (6) gives $dF/dU=\gamma/t$, so $-V_t\ln F$ contributes $-V_t\gamma/(Ft)$. Hence

$$\boxed{\frac{dV_1}{dV_G}=\gamma\left(1-\frac{V_t}{Ft}\right)} \tag{12}$$

The correction is negative because a larger gate voltage squeezes the electron layer, whose thickness is $V_t/F$. A thinner layer holds fewer electrons at the same interface density, so it reaches the threshold slightly earlier.

**Accuracy.** At the knee the sheet changes the gradient by $qn_s/\varepsilon_s=(V_t/t)(1+C_i/C_s)$. Relative to $F$ this is of order $V_t/(Ft)$. The donor curvature across the layer and the layer's finite distance from the interface also give relative errors of this order, for $C_i/C_s$ and $qNt/(C_sFt)$ not large. They change $V_1$ by order $V_t^2/(Ft)$ and its slope by relative order $[V_t/(Ft)]^2$. Equation (12) is thus a first-order result within the classical model (2).

**Confinement.** The classical layer thickness $V_t/F$ can be smaller than an electron wavelength. The electrons then occupy levels of a nearly triangular well. For a hard wall at the insulator and effective mass $m$, the lowest level lies above the band edge at the interface by

$$E_1\simeq2.338\left(\frac{\hbar^2}{2m}\right)^{1/3}(qF)^{2/3}.$$

If this level holds nearly all the electrons, $n_s$ is proportional to $e^{(\phi_s-\Phi_B-E_1/q-V)/V_t}$, with a prefactor that does not depend on $F$. At fixed $n_s$ the slope becomes

$$\frac{dV_1}{dV_G}\simeq\gamma\left(1-\frac{2E_1}{3qFt}\right).$$

This replaces the thermal correction in (12). The leading term $\gamma$ is the same in both cases.

**Choice of threshold.** Using another fixed value $x_0$ of order one or less replaces the bracket in (11) by $\ln\{qN_c/[x_0(C_i+C_s)F]\}-x_0$. This shifts $V_1$ by a constant and leaves (12) unchanged.

**Limits of the divider.** Writing $C_i=\varepsilon_i/t_i$ for an insulator of thickness $t_i$,

$$\gamma=\frac{1}{1+\varepsilon_st_i/(\varepsilon_it)} .$$

A thin insulator brings $\gamma$ towards one, and a thick one brings it towards zero. A thicker film also raises $\gamma$, but at fixed doping and gate voltage it eventually violates $F>0$, and Section 7 applies instead.

## 6. From the source edge to the drain terminal

**Which end pinches off first.** In the uncovered channel assume zero field at the free surface, $\phi'(0)=0$. When this section is depleted, $\phi'(t)=-qNt/\varepsilon_s$, and (3) gives $\phi_s=U+qNt/C_i$. The potential is highest at the free surface, where it exceeds $\phi_s$ by $qNt^2/(2\varepsilon_s)=qNt/(2C_s)$:

$$\phi_{\rm top}=U+\frac{qNt}{C_i}+\frac{qNt}{2C_s}. \tag{13}$$

From (5), $U=\phi_d+(C_s/C_i)\phi_d-qNt/(2C_i)$. Therefore

$$\phi_{\rm top}-\phi_d=\frac{C_s}{C_i}\phi_d+\frac{qNt}{2C_i}+\frac{qNt}{2C_s}, \tag{14}$$

which is positive for $\phi_d>0$. When it amounts to many $V_t$, the source edge empties well before the uncovered channel does.

**The drop along the channel.** The drain voltage at saturation is $V_1+\Delta V$, where $\Delta V$ drives the current through the open channel. Let $J$ be the current per width, $L$ the channel length and $\mu$ the mobility. In a well-filled channel the interface follows $V$, so the mobile sheet charge is nearly $Q=Q_1-C_i(V-V_1)$, with $Q_1$ its value at the source end. Integrating $J=\mu Q\,dV/dx$ over the length gives

$$\frac{JL}{\mu}=Q_1\Delta V-\tfrac12C_i\Delta V^2. \tag{15}$$

For a small drop, $\Delta V\simeq JL/(\mu Q_1)$. By the shift argument of Section 1, the charge of the uncovered channel depends on $U-V$ alone. Hence $dQ_1/dV_G\simeq C_i(1-dV_1/dV_G)$, and

$$\frac{dV_{D,\rm sat}}{dV_G}\simeq\frac{dV_1}{dV_G}+\Delta V\left[\frac{d\ln J}{dV_G}-\frac{C_i}{Q_1}\left(1-\frac{dV_1}{dV_G}\right)\right]. \tag{16}$$

A slope below one at the drain terminal therefore needs a condition: the second term must be smaller than $1-dV_1/dV_G$. A long, poorly conducting channel whose source current grows steeply with gate voltage can violate it. The right side of (15) also has a maximum, $Q_1^2/(2C_i)$. This somewhat underestimates the true limit, because the capacitance is smaller than $C_i$: slightly so in the filled channel, whose electron layer has a finite thickness, and more so once the channel begins to deplete. If $JL/\mu$ lies well above it, the channel cannot carry the current that the source would supply, and the channel limits the device.

## 7. When the last electrons are inside the film

If doping is heavy or the gate voltage low, $F$ is negative. As long as the gradient (10) at the source metal is still positive, the potential then has its maximum inside the film. Setting the derivative of (4) to zero at $\phi_s=\phi_d$ gives

$$y_m=\frac t2+\frac{\varepsilon_s\phi_d}{qNt}. \tag{17}$$

Comparison with (6) shows $F=(qN/\varepsilon_s)(y_m-t)$, so $F<0$ is the same as $y_m<t$. In terms of $y_m$, (4) reads $\phi=(qN/\varepsilon_s)(y_my-y^2/2)$, and its maximum is $\phi_m=qNy_m^2/(2\varepsilon_s)$. The slope of the maximum is

$$\frac{d\phi_m}{dU}=\frac{qNy_m}{\varepsilon_s}\,\frac{dy_m}{dU}
=\frac{qNy_m}{\varepsilon_s}\,\frac{\varepsilon_s\gamma}{qNt}=\gamma\,\frac{y_m}{t}. \tag{18}$$

Near the maximum, $\phi=\phi_m-(qN/2\varepsilon_s)(y-y_m)^2$. The residual electrons form a Gaussian of width $\sigma=\sqrt{\varepsilon_sV_t/(qN)}$, which does not depend on gate voltage. If $y_m$ and $t-y_m$ are several $\sigma$, then

$$n_s=\sqrt{2\pi}\,\sigma N_c\,e^{(\phi_m-\Phi_B-V)/V_t}.$$

At a fixed small $n_s$, $V$ differs from $\phi_m$ by a constant and has the slope (18). This is smaller than $\gamma$, because the gate acts on a point closer to the source metal.

## 8. A worked example

The parameters are round model values: a 50 nm film of relative permittivity 10, an 80 nm insulator of relative permittivity 8, $N=10^{17}$ cm$^{-3}$, $N_c=5\times10^{18}$ cm$^{-3}$, $\Phi_B=0.5$ V and 300 K. Then $V_t=25.85$ mV, $C_s=1.771$ mF/m² and $C_i=0.885$ mF/m², so

$$\gamma=\frac{0.885}{0.885+1.771}=0.333 .$$

**Knee voltage.** The donor term is $\frac12qNt=0.40$ mC/m². At $U=10$ V,

$$\phi_d=\frac{8.854+0.400}{2.656}\ \text{V}=3.484\ \text{V},$$

$$Ft=3.484-\frac{0.400}{1.771}=3.258\ \text{V}.$$

The logarithm in (11) is 1.53, so $V_1=3.484-0.500+0.02585\times0.53=2.998$ V. The numerical solution of (2) and (3), with the knee located from the response of $\phi_s$ to $V$, also gives 2.998 V. At the four gate voltages tested, from 6 to 12 V, formula and solution differ by at most about 0.2 mV.

**Slope.** The thermal correction is $V_t/(Ft)=0.02585/3.258=0.0079$, so (12) gives $0.3333\times0.9921=0.3307$. The numerical slope is 0.3307. For insulators of 40 and 160 nm, $\gamma$ is 0.500 and 0.200, while the numerical slopes are 0.4974 and 0.1974. In all three cases the shortfall from $\gamma$ agrees with (12).

**Freezing of the source field.** Combining (7) and (8), the sheet model predicts $V-V_1=-V_t(x-1+\ln x)$. Half a volt below the knee this gives $x\simeq17.5$ and a response $x/(1+x)=0.946$; the numerical value is 0.948. Half a volt above, both give about $10^{-8}$. The field at the source metal is 0.650 MV/cm at the lower voltage and 0.742 MV/cm at the upper one. It keeps the latter value to the printed digits when $V$ is raised by a further 2.5 V.

At the knee the interface density is about $0.2N_c$, so degeneracy is weak there but visible in the digits quoted: Fermi-Dirac statistics in (2) lower $V_1$ by about 3 mV and the slope from 0.3307 to 0.3304. Confinement is not weak: the classical layer is only $V_t/F=0.4$ nm thick. For a single isotropic band, $N_c$ corresponds to a mass of 0.34 electron masses, which gives $E_1\simeq0.18$ eV. The estimate in Section 5 then lowers the slope from 0.331 to about 0.321, and $V_1$ itself falls by about 0.1 V. The close agreement found above therefore tests (11) and (12) within the classical model, not their accuracy for a real film. Half a volt below the knee, and in the filled uncovered channel at $V=V_1$, the computed interface density exceeds $N_c$ and the electrons would be degenerate. The numbers for these filled states compare the formulas with the same nondegenerate model; they do not test that model.

**Uncovered channel.** Its depleted potential maximum is 11.13 V, far above $\phi_d$. At the electron sheet density that defines the source knee, $4.3\times10^{10}$ cm$^{-2}$, the uncovered channel pinches off at 10.66 V. The numerical slope is one, as the shift symmetry requires.

**Drain terminal.** Take $\mu=10$ cm²/(V s), $L=10$ μm, $J=10$ nA/μm and a chosen current growth $d\ln J/dV_G=0.20$ V$^{-1}$. Then $JL/\mu=0.100$ mC V/m². With $Q_1=6.51$ mC/m², $\Delta V\simeq0.100/6.51$ V $=15.4$ mV, and the drain saturates at 3.013 V. The second term of (16) is

$$0.0154\left[0.20-\frac{0.885\times0.669}{6.51}\right]=0.0017 .$$

The terminal slope is therefore 0.3324, in agreement with the numerical value. The channel changes it little here because the drop is small. At 500 nA/μm the drop is 0.81 V, and the current integrated from the computed channel charge still agrees with (15) to 0.05%.

**Buried maximum.** Raise the doping to $10^{18}$ cm$^{-3}$ and set $U=-3$ V. Equation (17) places the maximum at 30.6 nm, and $\sigma$ is 3.8 nm, so both faces are at least five widths away. The predicted slope is $0.3333\times30.6/50=0.204$. The numerical slope at a residual density of $10^8$ cm$^{-2}$ is also 0.204. This density lies far past the knee. The point where the potential maximum follows $V$ by one half lies near $6\times10^{10}$ cm$^{-2}$. That threshold density changes with $y_m$, and the slope there is about 0.206.

## 9. What the result leaves open

Traps matter most for an amorphous film. If their occupation changes with $\phi-V$ inside the film, the charge in (4) is no longer fixed and (5) need not hold. The shift relation (1) survives if that occupation depends on $\phi-V$ alone, but the shares must then be found from the trap distribution.

The metal corner is the second limit. Fringing there changes the local depletion voltage and may let the drain act on the barrier after the knee. The one-dimensional result gives neither effect, so it does not predict how flat the saturated current is.

The full numerical output follows.

## Values computed for the example and the checks

```
Film: thickness 50 nm, rel. permittivity 10
Insulator: 80 nm, rel. permittivity 8
Donor density 1.0e+17 cm^-3, Nc 5.0e+18 cm^-3
Barrier 0.50 V, temperature 300 K
Thermal voltage Vt = 25.852 mV
Cs = 1.7708 mF/m^2, Ci = 0.8854 mF/m^2
Divider gamma = 0.33333
At U = 10 V: depleted interface potential 3.4841 V
  interface gradient F = 0.6516 MV/cm, F*t = 3.2579 V
  potential maximum of depleted uncovered film 11.1309 V
Knee voltage V1: U (V), numerical (V), formula (V)
    6.0  1.6780  1.6782
    8.0  2.3370  2.3371
   10.0  2.9978  2.9979
   12.0  3.6597  3.6597
Slope at U = 10 V: insulator (nm), gamma, corrected, numerical
     40  0.50000  0.49735  0.49737
     80  0.33333  0.33069  0.33070
    160  0.20000  0.19735  0.19737
V - V1 (V), d(phi_interface)/dV, field at source metal (MV/cm)
   -0.5  9.478e-01  0.65035
    0.0  5.000e-01  0.73684
    0.5  1.077e-08  0.74206
    3.0  1.081e-50  0.74206
Buried case: donors 1.0e+18 cm^-3, U = -3.0 V
  residual density 1.0e+08 cm^-2
  maximum at y = 30.61 nm
  slope predicted 0.20409, numerical 0.20409
Knee electron density 4.286e+10 cm^-2
Uncovered channel pinch-off V2 = 10.6594 V, slope 1.000000
Channel: mobility 10 cm^2/(V s), L 10 um
  current 10.0 nA/um, d ln J/dVG = 0.20 1/V
  charge at source end 6.5079 mC/m^2, drop 15.382 mV
  drain saturation voltage 3.0132 V
  its slope: numerical 0.33239, formula 0.33237
  test at 500 nA/um: drop 0.8133 V
  integrated current / set current = 1.00048
```
